Displaced spin-orbit projectors and one Sternheimer equation per spinor state

A displacement wave with wavevector q mixes an occupied state at k with empty states at k+q and at k−q, and both mixtures contribute to the density at q. Without spin-orbit coupling, in a nonmagnetic or collinear magnetic crystal, the Hamiltonian is real and complex conjugation turns the second mixture into the first. With spin-orbit coupling, conjugation alone is no longer a symmetry. Without a replacement, every occupied state needs two linear equations. Doubling one contribution regardless can be wrong, and for the spin density it can give a false magnetization even in a nonmagnetic crystal with spin-orbit coupling. Before this can be settled, the derivative of a projector that carries spin has to be known.

Atomic units are used in the algebra, eV and angstrom for numbers.

**1. One projector, no spin**

Put an atom at X with the nonlocal potential V = |b⟩D⟨b|, where b(r) = f(r−X). Moving the atom changes b by

∂b/∂X_α = −∂_α b.

The derivative of V has two terms, because b stands in the ket and in the bra:

∂V/∂X_α = −|∂_α b⟩D⟨b| − |b⟩D⟨∂_α b|.

Integration by parts gives ⟨∂_α b|ψ⟩ = −⟨b|∂_αψ⟩. Therefore

∂V/∂X_α = −(∂_α V − V∂_α) = −[∂_α, V].

Between plane waves K and K', ∂_α becomes iK_α on the left and iK'_α on the right. With Q = K−K',

⟨K|∂V/∂X_α|K'⟩ = −iQ_α ⟨K|V|K'⟩.

Limit: for a local potential, −[∂_α, V] is multiplication by −∂_αV(r), the ordinary derivative of a function carried along by the atom.

**2. The same projector with spin**

A spin-orbit projector is β_l(r)𝒴_ljm(r̂), where the two-component function 𝒴_ljm combines spherical harmonics and spin states with Clebsch-Gordan coefficients. The atom is translated, not rotated, so these coefficients and the spin axes stay fixed. The derivative acts on the position dependence of both components, and section 1 holds with ⟨K|V|K'⟩ read as a 2×2 matrix in spin.

To find that matrix, sum over m. The operator σ·L equals l for j = l+1/2 and −(l+1) for j = l−1/2. The projectors onto the two values of j are therefore

Λ₊ = (l+1+σ·L)/(2l+1),  Λ₋ = (l−σ·L)/(2l+1).

They act on the sum over all harmonics of given l,

Σ_m Y_lm(K̂)Y_lm*(K̂') = (2l+1)P_l(x)/4π,  x = K̂·K̂'.

In momentum space L = −iK×∇_K. Since ∇_K x = (K̂'−xK̂)/K and K×K̂ = 0,

L P_l(x) = −i(K̂×K̂')P_l'(x).

Inserting this gives

Π_l,l+1/2 = [(l+1)P_l − iσ·(K̂×K̂')P_l']/4π,
Π_l,l−1/2 = [lP_l + iσ·(K̂×K̂')P_l']/4π.

Let f_l(K) = ∫r²j_l(Kr)β_l(r)dr. The factors (−i)^l and i^l from the two plane-wave expansions multiply to 1, so the kernel of an atom at the origin is

w(K,K') = v_loc(Q) + (4π)² Σ_lj D_lj f_l(K)f_l(K')Π_lj.

For l = 1, P₁ = x and P₁' = 1. The two channels, taken with the same radial function, combine to

D₁/₂Π₁/₂ + D₃/₂Π₃/₂ = [(D₁/₂+2D₃/₂)x − i(D₃/₂−D₁/₂)σ·(K̂×K̂')]/4π.

Limits: if the strengths are equal, the spin matrix disappears and 3Dx/4π remains, the scalar p projector. For l = 0, P₀' = 0 and there is no spin-orbit term. In fully relativistic pseudopotentials the radial function also depends on j. Then f_l becomes f_lj in the kernel, the derivative formulas are unchanged, and equal strengths alone no longer remove the spin matrix.

**3. From one atom to a displacement wave**

Take N cells of volume Ω, with one atom at R+τ in each. Plane waves normalized over the N cells give each atom the matrix element e^(−iQ·(R+τ))w/(NΩ). Displace the atoms by u_R = u e^(iq·R) along α. The first-order potential per unit u is

V_q = Σ_R e^(iq·R) ∂V/∂X_Rα.

Its matrix element contains Σ_R e^(i(q−Q)·R), which is N if Q−q is a reciprocal-lattice vector and 0 otherwise. With K = k+q+G and K' = k+G',

⟨K|V_q|K'⟩ = −iQ_α e^(−iQ·τ) w(K,K')/Ω.

A second derivative with respect to the same atom brings down another factor:

W_αβ = Σ_R ∂²V/∂X_Rα∂X_Rβ,
⟨K|W_αβ|K'⟩ = −Q_αQ_β e^(−iQ·τ) w(K,K')/Ω,

now with K and K' at the same k. Each ∂V/∂X_Rα is Hermitian, so taking the adjoint reverses only the phase: (V_q)† = V_−q.

Limit: at q = 0, adding V_0 for all atoms of the cell gives −iQ_α times the total ionic potential, as it must for a rigid translation of all ions.

A single element shows the spin part. Take a cubic cell of edge 4 Å, so b = 2π/a = 1.5708 Å⁻¹, with K = b(1/3,1,0), K' = b(0,0,1) and τ = 0. Then

K×K' = b²(1,−1/3,0),  Q_x = b/3 = 0.5236 Å⁻¹.

The element of σ·(K×K') from spin up to spin down is b²(1−i/3). The radial functions are normalized Gaussians, β₁ ∝ r exp(−r²/2s²) with s = 0.60 Å, for which

c = 4πf₁(K)f₁(K')/(ΩKK') = 0.014129 Å².

With D₁/₂ = −38 eV and D₃/₂ = −34 eV the difference is 4 eV. The spin-flip derivative is

(−iQ_x)(−i)(4 eV)c b²(1−i/3)
= −0.5236 × 4 × 0.014129 × 2.4674 × (1−i/3) eV/Å
= (−0.0730 + 0.0243i) eV/Å.

The scalar terms contribute nothing to this element. Both derivative formulas were tested against displaced projectors built from explicit Clebsch-Gordan coefficients. The largest deviation, relative to the largest matrix element, was about 2×10⁻⁷ for each.

**4. The response before symmetry is used**

Let P project onto the occupied states of an insulator and P_c = 1−P onto the empty ones. For a Hermitian perturbation V, call the first-order change P'. Differentiating P² = P gives P' = P'P+PP'. Multiplying by P on both sides gives PP'P = 2PP'P, so PP'P = 0. The same argument for P_c gives P_cP'P_c = 0. Changes within the occupied space therefore drop out of the density, even between degenerate states.

Differentiating [H,P] = 0 gives [H,P']+[V,P] = 0. Apply this to an occupied ψ_v, project with P_c, and define Δψ_v = P_cP'ψ_v. In the second commutator P_cVPψ_v = P_cVψ_v and P_cPVψ_v = 0, so

(H−ε_v)Δψ_v = −P_cVψ_v.

This is the Sternheimer equation, and P' = Σ_v(|Δψ_v⟩⟨ψ_v| + |ψ_v⟩⟨Δψ_v|).

For a real displacement, V = zV_q+z*V_−q and Δψ = zΔ_qψ+z*Δ_−qψ. In P' the coefficient of z contains Δ_q in the ket and Δ_−q in the bra, because the bra conjugates its coefficient. The density at q is

Δn_q = Σ_kv [ψ_kv†Δ_qψ_kv + (Δ_−qψ_kv)†ψ_kv].  (A)

Here † acts on the two spin components at a point r. The equation for the first term is solved at k+q:

(H_k+q + αP_k+q − ε_kv)Δ_qψ_kv = −P_c V_q^scf ψ_kv.

The term αP_k+q does not act on the solution, which lies in the empty space. It makes the matrix invertible if α exceeds the width of the occupied bands, since its occupied eigenvalues are then ε'+α−ε_kv > 0. The second term of (A) appears to need another equation, at k−q.

Limit without spin: if H is real, ψ_kv* is an occupied state at −k. Conjugating the −q equation gives (Δ_−qψ)* = Δ_q(ψ*), and the two sums in (A) are equal. This is the step that spin-orbit coupling interrupts: the factor i in the kernel changes sign under conjugation while the real matrices σ_x and σ_z do not.

**5. Kramers symmetry restores the step**

Let T = iσ_y𝒦, with 𝒦 complex conjugation, so that T(a,b) = (b*,−a*). Assume that the ground state is nonmagnetic, so THT⁻¹ = H. In the projector kernel, T reverses i, σ, K and K'. The product iσ·(K×K') is unchanged, since i and σ give two sign changes and the vector product is even. This holds for any atomic position, so each ∂V/∂X_Rα also commutes with T. Only the phase of the wave is conjugated:

T V_q T⁻¹ = V_−q.

Apply T to the −q equation. Because ε_kv is real and TP_cT⁻¹ = P_c,

(H−ε_kv)(TΔ_−qψ_kv) = −P_cV_q^scf(Tψ_kv).

The state Tψ_kv is occupied, lies at −k and has energy ε_kv. This is its +q equation, and the gap makes the solution in the empty space unique. Hence

TΔ_−qψ_kv = Δ_q(Tψ_kv).  (B)

For the density, write χ = (χ₁,χ₂) and φ = (φ₁,φ₂). At each point

(Tχ)†(Tφ) = χ₂φ₂* + χ₁φ₁* = φ†χ.

Put χ = ψ and φ = Δ_−qψ. The second term of (A) becomes

(Δ_−qψ)†ψ = (Tψ)†(TΔ_−qψ) = (Tψ)†Δ_q(Tψ).

As kv runs over all occupied states, Tψ_kv runs over an orthonormal basis of the occupied states, provided the k set contains −k with every k and both have the same occupation. Inside a degenerate level this basis may differ from the chosen one by a unitary matrix. Since Δ_q is linear within a level, the sum of ψ†Δ_qψ is unchanged. Thus

Δn_q = 2Σ_kv ψ_kv†Δ_qψ_kv.  (C)

There is one equation for each occupied spinor state. The sum runs over both Kramers partners, and the 2 replaces the −q equations; it is not a spin factor.

Limit 2q = reciprocal-lattice vector: e^(iq·R) is then real and V_−q = V_q. Relation (B) gives the response at −k from the response at k, so half of each ±k pair suffices. For general q it does not, because (B) links Δ_q at −k to Δ_−q at k, not to Δ_q at k.

**6. The spin density and self-consistency**

Since TσT⁻¹ = −σ,

(Tχ)†σ(Tφ) = −(Tχ)†T(σφ) = −(σφ)†χ = −φ†σχ.

The two parts of the spin response therefore have opposite signs, and

Δm_q = Σ_kv[ψ†σΔ_qψ + (Δ_−qψ)†σψ] = 0.

Doubling the first part, correct for charge, would give a false magnetization here.

The derivation used the screened potential, which must also satisfy TV_q^scfT⁻¹ = V_−q^scf. A scalar potential made from Δn_q does, because Δn_−q = (Δn_q)*. The exchange-correlation energy without an external field is even in m, so at m = 0 a density change produces no exchange-correlation magnetic field. The scalar response is then self-consistent. It is the only linear solution if neither the charge response nor the spin response of the nonmagnetic state is singular at q. At a spin instability a magnetic response can appear without a driving field, and the argument no longer fixes Δm_q.

**7. Force constants**

The energy is stationary with respect to the orbitals, so its first derivative is Tr(P ∂V/∂X_Rα) with the bare ionic potential. Differentiate again, multiply by e^(−iq·(R−R')), sum over both cells and divide by N. For atoms of one sublattice, the electronic force constant per cell is

C_αβ(q) = (1/N)[Tr(PW_αβ) + Tr(V_−q,α P'_q,β)].

The second trace has two terms, as in (A). Antiunitarity means ⟨a|c⟩ = ⟨Tc|Ta⟩, so

⟨Δ_−qψ|V_−qψ⟩ = ⟨TV_−qψ|TΔ_−qψ⟩ = ⟨Tψ|V_−q|Δ_q(Tψ)⟩.

In the last step TV_−qψ = V_qTψ was moved to the other side of the product as its adjoint. Summed over states, this equals the first term. With N k-points,

C_αβ(q) = (1/N)Σ_kv[2⟨ψ|(V_q,α)†|Δ_q,βψ⟩ + ⟨ψ|W_αβ|ψ⟩].

The bra contains the bare potential; screening enters through Δ_qψ. The ion-ion term is added separately and contains no spinors. The formula holds for norm-conserving projectors without a nonlinear core correction; ultrasoft and PAW datasets and core corrections add further terms.

**8. A crystal without inversion symmetry**

The model cell holds atom A at the origin and a different atom B at (0.40,0.45,0.30)a, with eight electrons. The k-points are 0 and ±b/3 along x, q is b/3 along x, and atom A moves along x. The plane-wave cutoff is 60 eV. The remaining parameters stand in the numerical output.

Screening is of Hartree type. A frozen background cancels the Hartree potential of the equilibrium density, and exchange and correlation are left out. The background does not move with the ions, so the model is not translation invariant. Its force constant is a check of the theory, not a phonon prediction.

At k = 0 the energies come in equal pairs, as Kramers symmetry requires where k = −k. Above the lowest pair at −26.99 eV lie one at −18.26 eV and two close together at −14.70 and −14.59 eV. This resembles a p₁/₂ level below a slightly split p₃/₂ level, although the states were not analysed by j. At k = b/3 the two highest occupied states differ by 0.0106 eV, so they are not degenerate partners; the partner of each lies at −k. The gap on this mesh is 15.1 eV.

Three k-points with eight states give 3×8 = 24 equations instead of 48. The −q equations were nevertheless solved as a test. Relation (B) held for every state to about 10⁻¹⁴ of the largest coefficient, and the two charge sums agreed to rounding error. For spin, one part alone reached 0.021 per cell and angstrom, while the sum of both was about 3×10⁻¹⁵. The largest charge component was 3.56 electrons per cell and angstrom.

A separate test displaced the atoms in a three-cell supercell by u cos(q·R), with u = 0.002 Å, and made the density self-consistent. A cosine contains e^(iq·R) with weight 1/2, so the density derivative at q should be Δn_q/2. It was, to 2×10⁻⁶ of the largest component. For the energy,

d²E/du² = Σ_RR' cos(q·R)cos(q·R')C(R−R') = (3/2)C_xx(q).

The terms with e^(±iq·(R+R')) sum to zero because 2q is not a reciprocal-lattice vector. The other two give (3/4)[C_xx(q)+C_xx(−q)], and C_xx is real and even in q.

The linear-response result is

C_xx = 520.78 − 296.26 = 224.52 eV/Å² = 2.3105 hartree/bohr².

The first number comes from the second derivative of the projectors and local wells, the second from the orbital response. The supercell energies also give 224.52 eV/Å².

Replacing both p strengths of each atom by (D₁/₂+2D₃/₂)/3 removes the spin-orbit term of section 2 and keeps the scalar one. The force constant becomes 225.22 eV/Å². Spin-orbit coupling thus lowers it by about 0.7 eV/Å², or 0.3 percent, in this model. The numbers of this section belong to the 60 eV basis and the three k-points and are not converged. At 100 eV the force constant is 245.3 eV/Å², the spin-orbit change −0.71 eV/Å², the gap 15.7 eV, the largest charge component 3.80 and the one-part spin response 0.025. A 3×3×3 mesh at 60 eV gives 222.8 eV/Å² and a spin-orbit change of −0.75 eV/Å². The agreement with the supercell compares both methods in the same basis.

**9. Breaking the symmetry**

Add a uniform Zeeman term hσ_z. Since T reverses σ_z, TH(h)T⁻¹ = H(−h). The argument of section 5 now equates the second part of (A) at field h with the first part at −h. The two parts at the same field need not agree, and (C) loses its basis.

Limit without spin-orbit coupling: H+hσ_z is real apart from the Bloch phases, so plain conjugation again equates the two charge parts. The failure of (C) in this uniform field therefore needs both the field and spin-orbit coupling.

For h = 1 eV, with the screened perturbation of the nonmagnetic crystal held fixed, the two parts differ by 6.2×10⁻⁵ of the largest component of their sum. This is small, but about eleven orders of magnitude above the rounding-level difference without the field. Its size belongs to this gap, basis, field direction and spin-orbit strength (5.5×10⁻⁵ at a cutoff of 100 eV, 1.2×10⁻⁵ for the field along x), and is no bound for magnetic crystals. In a magnetic crystal whose Hamiltonian is not real and which has no other symmetry that maps q to −q, the −q part has to be computed, either directly or, through T, from a +q equation in which every magnetic field, including the exchange-correlation field and its induced part, is reversed. Inversion is such a symmetry, but it does not restore (C). For a displaced atom at the inversion centre, each Fourier component of the second part is minus the complex conjugate of the first, not equal to it. With atom B at the cube centre the two parts still differ by 6×10⁻⁵ in the same field.

Computed results

```
cubic cell edge: 4.00 angstrom
plane-wave cutoff: 60.0 eV
plane waves at k=0, 1/3, 2/3: [81, 65, 65]
atom B position / cell edge: [0.4  0.45 0.3 ]
projector width: 0.60 angstrom
local well heights A, B: [ -8. -10.] eV
local well widths A, B: [0.6 0.7] angstrom
A strengths s, p1/2, p3/2: [-36. -38. -34.] eV
B strengths s, p1/2, p3/2: [ 0. -6. -2.] eV
electrons per cell: 8
reciprocal unit b: 1.570796 1/angstrom
q length, b/3: 0.523599 1/angstrom
element: K=b(1/3,1,0), K'=b(0,0,1)
p-kernel prefactor: 0.014129 angstrom^2
down-up derivative, real: -0.073013 eV/angstrom
down-up derivative, imag: 0.024338 eV/angstrom
first derivative relative error: 2.3e-07
second derivative relative error: 1.9e-07
valence energies at k=0: [-26.9901 -26.9901 -18.2581 -18.2581 -14.6968 -14.6968 -14.585  -14.585 ] eV
gap on the k mesh: 15.0670 eV
top-pair splitting at k=b/3: 0.010570 eV
Sternheimer equations with T: 24
equations without T: 48
response iterations: 21
state Kramers relation error: 9.3e-15
one-equation charge error: 4.9e-16
largest charge component: 3.561415 electrons/cell/angstrom
one-part spin response: 2.085e-02 per cell/angstrom
total spin response: 3.2e-15 per cell/angstrom
finite displacement: 0.0020 angstrom
density finite-difference error: 2.0e-06
second-derivative force term: 520.779721 eV/angstrom^2
orbital-response force term: -296.256867 eV/angstrom^2
electronic force constant: 224.522855 eV/angstrom^2
same, atomic units: 2.31053288 hartree/bohr^2
same, finite difference: 224.522670 eV/angstrom^2
without spin-orbit: 225.217844 eV/angstrom^2
spin-orbit change: -0.694989 eV/angstrom^2
Zeeman energy: 1.00 eV
one-equation error in Zeeman field: 6.181e-05
```
